# Surface and Bulk Densities of States near a Lattice Band Bottom: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# RESULT UNDER TEST: on a semi-infinite simple hypercubic lattice in d dimensions
# the surface-site density of states rises as E^(d/2) above the band bottom,
# the bulk one as E^(d/2-1), and their ratio is 2E/(d t) to leading order.
# Symbols: t hopping energy, a site spacing, E energy above the band bottom,
# x = E/t, q = wave number times a, U = shift of the surface level in units of t.
# All densities of states are per site and per spin.
import numpy as np
from math import gamma, pi
from scipy import constants as const
from scipy.linalg import solve_banded, eigh_tridiagonal

nodes, node_weights = np.polynomial.legendre.leggauss(32)
theta = (nodes + 1) * pi / 4
theta_weights = node_weights * pi / 4


def surface_law(x, d):
    return x**(d / 2) / ((4 * pi)**(d / 2) * gamma(d / 2 + 1))


def bulk_law(x, d):
    return x**(d / 2 - 1) / ((4 * pi)**(d / 2) * gamma(d / 2))


# Densities of a single line of sites along the surface normal, with t = 1
def line_bulk(x):
    return 1 / (2 * pi * np.sqrt(x - x * x / 4))


def line_surface(x, U=0.0):
    return np.sqrt(x - x * x / 4) / (pi * ((1 + U)**2 - U * x))


def decay_factor(x, barrier):
    # amplitude ratio of neighbouring sites inside a barrier (units of t)
    s = 2 + barrier - x
    return (s - np.sqrt(s * s - 4)) / 2


def ldos(energy, normal_hop, parallel_hops, line_density):
    # average of the line density over the wave numbers along the surface
    energy = np.asarray(energy, dtype=float)
    if len(parallel_hops) == 0:
        return line_density(energy / normal_hop) / normal_hop
    hop = parallel_hops[0]
    q_edge = 2 * np.arcsin(np.sqrt(energy / hop) / 2)
    q = q_edge[..., None] * np.sin(theta)
    rest = energy[..., None] - 4 * hop * np.sin(q / 2)**2
    inner = ldos(rest, normal_hop, parallel_hops[1:], line_density)
    return (inner * np.cos(theta) * theta_weights).sum(axis=-1) * q_edge / pi


def chain_ldos(x, end_levels=(), site=0, eta=3e-6, length=200000):
    # local density of states of a long open chain by direct linear solution
    levels = np.full(length, 2.0)
    levels[:len(end_levels)] += np.asarray(end_levels, dtype=float)
    band = np.ones((3, length), dtype=complex)
    band[1] = x + 1j * eta - levels
    source = np.zeros(length, dtype=complex)
    source[site] = 1
    return -solve_banded((1, 1), band, source)[site].imag / pi


# TEST: count explicit states; cumulative sums have exponents larger by one
size = 3000
x_low, x_high = 0.025, 0.1
open_levels, open_states = eigh_tridiagonal(
    np.full(size, 2.0), -np.ones(size - 1), select='v',
    select_range=(0.0, x_high))
end_weight = open_states[0]**2
ring = 2 - 2 * np.cos(2 * pi * np.arange(size) / size)
ring = ring[ring <= x_high]
parallel = np.array([0.0])
counted = {}
for d in (1, 2, 3):
    def cumulative(x, levels, weights):
        found = np.searchsorted(parallel, x - levels, side='right')
        return np.sum(weights * found) / size**(d - 1)
    ring_weight = np.full(len(ring), 1 / size)
    s_low, s_high = [cumulative(x, open_levels, end_weight)
                     for x in (x_low, x_high)]
    b_low, b_high = [cumulative(x, ring, ring_weight)
                     for x in (x_low, x_high)]
    span = np.log(x_high / x_low)
    counted[d] = (np.log(s_high / s_low) / span - 1,
                  np.log(b_high / b_low) / span - 1)
    assert abs(counted[d][0] - d / 2) < 0.03
    assert abs(counted[d][1] - (d / 2 - 1)) < 0.03
    # integrals of the two power laws from zero to x_high
    assert abs(s_high / (surface_law(x_high, d) * x_high / (d / 2 + 1)) - 1) < 0.03
    assert abs(b_high / (bulk_law(x_high, d) * x_high / (d / 2)) - 1) < 0.03
    parallel = np.sort((parallel[:, None] + ring[None, :]).ravel())
    parallel = parallel[parallel <= x_high]

# TEST: momentum quadrature against the laws with their first corrections
x = 0.04
slopes = {}
for d in (1, 2, 3, 4):
    others = [1.0] * (d - 1)
    surface_ratio = ldos(x, 1.0, others, line_surface) / surface_law(x, d)
    bulk_ratio = ldos(x, 1.0, others, line_bulk) / bulk_law(x, d)
    assert abs(surface_ratio - 1 - (d - 4) * x / (8 * (d + 2))) < 0.1 * x**2
    assert abs(bulk_ratio - 1 - x / 8) < 0.1 * x**2
    slopes[d] = [float(np.log(ldos(4e-3, 1.0, others, f)
                              / ldos(1e-3, 1.0, others, f)) / np.log(4))
                 for f in (line_surface, line_bulk)]
    assert abs(slopes[d][0] - d / 2) < 2e-3
    assert abs(slopes[d][1] - (d / 2 - 1)) < 2e-3

# TEST: surface weight, level shift and layer law on a directly solved chain
x = 1e-3
for U in (0.0, 0.7, -0.5, -1.0):
    assert abs(chain_ldos(x, [U]) / line_surface(x, U) - 1) < 1e-3
layer_gain = chain_ldos(x, site=2) / chain_ldos(x)
assert abs(layer_gain / 9 - 1) < 0.01
critical_ratio = float(ldos(x, 1.0, [1.0, 1.0], lambda y: line_surface(y, -1.0))
                       / ldos(x, 1.0, [1.0, 1.0], line_bulk))
assert abs(critical_ratio - 2) < 0.01
shifted = np.full(300, 2.0)
shifted[0] -= 1.5
bound_level = eigh_tridiagonal(shifted, -np.ones(299), eigvals_only=True)[0]
assert abs(bound_level - (2 - 1.5 - 1 / 1.5)) < 1e-9

# WORKED EXAMPLE: effective-mass lead on a grid, hard wall at the surface
mass, spacing_nm, energy, temperature = 0.3, 0.3, 0.05, 300.0


def hopping(relative_mass):
    joule = const.hbar**2 / (2 * relative_mass * const.m_e
                             * (spacing_nm * 1e-9)**2)
    return joule / const.e


t = hopping(mass)
kT = const.k * temperature / const.e
x = energy / t
cube = [t, t]
rho_s = float(ldos(energy, t, cube, line_surface))
rho_b = float(ldos(energy, t, cube, line_bulk))
ratio_law = 2 * energy / (3 * t)
assert abs(rho_s / rho_b / ratio_law - 1) < 0.01

# Boltzmann filling at the surface and in the bulk
top = 30 * kT
root = (nodes + 1) / 2
grid = top * root**2
boltzmann = np.exp(-grid / kT) * top * root * node_weights
n_surface = np.sum(boltzmann * ldos(grid, t, cube, line_surface))
n_bulk = np.sum(boltzmann * ldos(grid, t, cube, line_bulk))
assert abs(n_surface / n_bulk / (kT / t) - 1) < 0.01
limit_density = 6 * 2 * n_bulk / (spacing_nm * 1e-7)**3

# Leakage into the oxide: barrier sites with the same hopping
barrier = 3.0


def line_leaky(y):
    return line_surface(y, -decay_factor(y, barrier / t))


for y in (1e-3, x):
    direct = chain_ldos(y, [barrier / t] * 60, site=60)
    assert abs(direct / line_leaky(y) - 1) < 1e-3
decay = decay_factor(0.0, barrier / t)
leak_law = 1 / (1 - decay)**2
leak_gain = float(ldos(energy, t, cube, line_leaky)) / rho_s
assert abs(leak_gain / leak_law - 1) < 0.05
leak_slope = float(np.log(ldos(4e-3 * t, t, cube, line_leaky)
                          / ldos(1e-3 * t, t, cube, line_leaky)) / np.log(4))
assert abs(leak_slope - 1.5) < 0.01

# Anisotropic valleys: two with the heavy mass along the normal, four without
heavy, light = hopping(0.9), hopping(0.2)
valley_s, valley_b = [], []
for normal, others in ((heavy, [light, light]), (light, [heavy, light])):
    valley_s.append(float(ldos(energy, normal, others, line_surface)))
    valley_b.append(float(ldos(energy, normal, others, line_bulk)))
    assert abs(valley_s[-1] / valley_b[-1] / (2 * energy / (3 * normal)) - 1) < 0.03
six_valley_ratio = ((2 * valley_s[0] + 4 * valley_s[1])
                    / (2 * valley_b[0] + 4 * valley_b[1]))

# Non-parabolic band: k^2 grows as E(1 + alpha E)
alpha, step = 0.5, 1e-5


def states_below(e, bend):
    return (e * (1 + bend * e))**1.5


def slope_of_states(bend):
    return (states_below(energy + step, bend)
            - states_below(energy - step, bend)) / (2 * step)


bend_gain = slope_of_states(alpha) / slope_of_states(0.0)
assert abs(bend_gain - np.sqrt(1 + alpha * energy) * (1 + 2 * alpha * energy)) < 1e-5

# Field that changes the potential by E over the length 1/k (1 V/nm = 10 MV/cm)
inverse_k = spacing_nm / np.sqrt(x)
field_limit = 10 * energy / inverse_k

print("Exponents from counted states (surface, bulk):")
for d in counted:
    print(f"  d={d}: {counted[d][0]:.3f}, {counted[d][1]:.3f}")
print("Exponents from quadrature, x from 0.001 to 0.004 (surface, bulk):")
for d in slopes:
    print(f"  d={d}: {slopes[d][0]:.4f}, {slopes[d][1]:.4f}")
print(f"Third layer over first layer, chain, x=0.001: {layer_gain:.3f}")
print(f"Surface over bulk at U=-t, d=3, x=0.001: {critical_ratio:.4f}")
print(f"Bound level at U=-1.5t, from bulk bottom: {bound_level:.4f} t")
print(f"Mass: {mass} electron masses")
print(f"Grid spacing a: {spacing_nm} nm")
print(f"Hopping t: {t:.4f} eV")
print(f"Energy E: {energy} eV")
print(f"x = E/t: {x:.5f}")
print("E (eV), surface, bulk (1/eV per site and spin), ratio:")
for e in (energy / 2, energy, 2 * energy):
    s = float(ldos(e, t, cube, line_surface))
    b = float(ldos(e, t, cube, line_bulk))
    print(f"  {e:.3f}  {s:.4e}  {b:.4e}  {s / b:.5f}")
print(f"Leading laws at E, surface: {surface_law(x, 3) / t:.4e} 1/eV")
print(f"Leading laws at E, bulk: {bulk_law(x, 3) / t:.4e} 1/eV")
print(f"Leading ratio 2E/(3t): {ratio_law:.5f}")
print(f"Bulk density per volume at E: {rho_b / spacing_nm**3:.4f} 1/(eV nm^3)")
print(f"Surface density per volume at E: {rho_s / spacing_nm**3:.5f} 1/(eV nm^3)")
print(f"Length 1/k = a/sqrt(x): {inverse_k:.3f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Thermal density ratio, surface over bulk: {n_surface / n_bulk:.5f}")
print(f"Leading thermal ratio kT/t: {kT / t:.5f}")
print(f"Oxide barrier (rough): {barrier} eV")
print(f"Decay factor per site in the oxide: {decay:.4f}")
print(f"Leakage gain of surface density, leading law: {leak_law:.3f}")
print(f"Leakage gain of surface density at E: {leak_gain:.3f}")
print(f"Surface exponent with leakage, d=3: {leak_slope:.4f}")
print(f"Ratio, heavy mass 0.9 along normal: {valley_s[0] / valley_b[0]:.5f}")
print(f"Ratio, light mass 0.2 along normal: {valley_s[1] / valley_b[1]:.5f}")
print(f"Ratio, all six valleys: {six_valley_ratio:.5f}")
print(f"Non-parabolicity (rough): {alpha} 1/eV")
print(f"Non-parabolic gain of bulk density at E: {bend_gain:.4f}")
print(f"Field that bends the band by E over 1/k: {field_limit:.3f} MV/cm")
print(f"Degeneracy density scale, six valleys: {limit_density:.2e} 1/cm^3")
print("all good")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 163, in <module>
    assert abs(direct / line_leaky(y) - 1) < 1e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault is in the program's direct chain solution, not in the barrier formula: the broadening was fixed at 3e-6. At the example energy (x about 0.035) waves travel faster than at x = 0.001, so by estimate about 4% of the wave amplitude came back from the far end of the 200000-site chain and spoiled the comparison. The broadening is now 1e-4 times the square root of x, which damps the returning wave by about the same large factor at both energies and leaves the tests at x = 0.001 almost unchanged. No tested quantity or tolerance is changed, and no case is expected to get worse.

The change:

```diff
@@ -51,6 +51,9 @@
 
 
-def chain_ldos(x, end_levels=(), site=0, eta=3e-6, length=200000):
-    # local density of states of a long open chain by direct linear solution
+def chain_ldos(x, end_levels=(), site=0, length=200000):
+    # local density of states of a long open chain by direct linear solution;
+    # the broadening grows with the wave speed, so that the wave returning
+    # from the far end is damped by a factor of about exp(-20) at every small x
+    eta = 1e-4 * np.sqrt(x)
     levels = np.full(length, 2.0)
     levels[:len(end_levels)] += np.asarray(end_levels, dtype=float)
```

After the repair:

```
Exponents from counted states (surface, bulk):
  d=1: 0.493, -0.498
  d=2: 0.999, 0.004
  d=3: 1.499, 0.504
Exponents from quadrature, x from 0.001 to 0.004 (surface, bulk):
  d=1: 0.4997, -0.4997
  d=2: 0.9999, 0.0003
  d=3: 1.4999, 0.5003
  d=4: 2.0000, 1.0003
Third layer over first layer, chain, x=0.001: 8.975
Surface over bulk at U=-t, d=3, x=0.001: 1.9998
Bound level at U=-1.5t, from bulk bottom: -0.1667 t
Mass: 0.3 electron masses
Grid spacing a: 0.3 nm
Hopping t: 1.4111 eV
Energy E: 0.05 eV
x = E/t: 0.03543
E (eV), surface, bulk (1/eV per site and spin), ratio:
  0.025  2.8208e-05  2.3946e-03  0.01178
  0.050  7.9748e-05  3.3940e-03  0.02350
  0.100  2.2536e-04  4.8214e-03  0.04674
Leading laws at E, surface: 7.9819e-05 1/eV
Leading laws at E, bulk: 3.3790e-03 1/eV
Leading ratio 2E/(3t): 0.02362
Bulk density per volume at E: 0.1257 1/(eV nm^3)
Surface density per volume at E: 0.00295 1/(eV nm^3)
Length 1/k = a/sqrt(x): 1.594 nm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal density ratio, surface over bulk: 0.01824
Leading thermal ratio kT/t: 0.01832
Oxide barrier (rough): 3.0 eV
Decay factor per site in the oxide: 0.2586
Leakage gain of surface density, leading law: 1.819
Leakage gain of surface density at E: 1.808
Surface exponent with leakage, d=3: 1.4996
Ratio, heavy mass 0.9 along normal: 0.06993
Ratio, light mass 0.2 along normal: 0.01567
Ratio, all six valleys: 0.03376
Non-parabolicity (rough): 0.5 1/eV
Non-parabolic gain of bulk density at E: 1.0630
Field that bends the band by E over 1/k: 0.314 MV/cm
Degeneracy density scale, six valleys: 2.48e+19 1/cm^3
all good
```
